# Gravitational Length of Ceria Particles and Uniformity of an Undisturbed Slurry

## The problem

A polishing slurry contains ceria particles in water. It stands undisturbed in a container filled to a height \(H=100\) mm. The particles are spheres of diameter \(d=100\) nm, and the solids make up 1% of the slurry by weight. Find the gravitational length of the particles, and decide whether Brownian motion can keep the slurry uniform.

Take a ceria density \(\rho_p=7200\ \mathrm{kg/m^3}\), a water density \(\rho_w=997\ \mathrm{kg/m^3}\), a water viscosity \(\eta=0.89\) mPa s and a temperature \(T=298.15\) K. The ceria density is a rough value for compact particles.

"Undisturbed" means that there is no stirring, vibration or thermal convection. The particles are separate, and the suspension is first treated as dilute, so that forces between particles are neglected. Height \(z\) is measured upward from the floor, and \(n(z)\) is the number of particles per unit volume.

Two questions must be kept apart. One is whether the uniform state is the equilibrium state. The other is how long a slurry that starts uniform takes to leave that state.

## A first estimate by scaling

Thermal motion gives a particle an energy of order \(k_BT\), where \(k_B\) is Boltzmann's constant. Raising the particle by \(h\) costs an energy of order \(\Delta\rho\,d^3gh\), where \(\Delta\rho=\rho_p-\rho_w\). The density difference appears because water moves down as the particle moves up. Equating the two energies gives

\[
h\sim\frac{k_BT}{\Delta\rho\,g\,d^3}.
\]

With \(k_BT=4.116\times10^{-21}\) J, \(\Delta\rho=6203\ \mathrm{kg/m^3}\) and \(g=9.807\ \mathrm{m/s^2}\),

\[
h\sim\frac{4.116\times10^{-21}}{6203\times9.807\times10^{-21}}\ \mathrm{m}
\approx 68\ \mu\mathrm{m}.
\]

The container is more than a thousand times taller than this. The estimate therefore says that Brownian motion cannot keep the slurry uniform. Numerical factors of order one have been dropped, and nothing has been said about time.

## The equilibrium profile

**Buoyant weight.** The water pressure at height \(z\) above the centre of a sphere of radius \(a=d/2\) is \(p=p_0-\rho_wgz\). Pressure pushes inward, so its upward force on a surface element \(dA\) at polar angle \(\theta\) is \(-p\cos\theta\,dA\). The constant \(p_0\) gives no net force. With \(z=a\cos\theta\), the remainder gives

\[
F_{\rm up}=\rho_wga\int_0^\pi\cos^2\theta\;2\pi a^2\sin\theta\,d\theta
=\rho_wg\,\frac{4\pi a^3}{3}.
\]

This is the weight of the displaced water. Subtracting it from the particle's weight leaves the buoyant weight

\[
m_bg=\Delta\rho\,g\,\frac{\pi d^3}{6}.
\]

The particle volume is \(5.236\times10^{-22}\ \mathrm{m^3}\), so \(m_b=6203\times5.236\times10^{-22}=3.248\times10^{-18}\) kg and \(m_bg=3.185\times10^{-17}\) N.

**Force balance.** Consider a layer between \(z\) and \(z+dz\), of unit area. The particles have an osmotic pressure \(\Pi\), which pushes the layer up from below and down from above. In equilibrium the net push carries the buoyant weight of the \(n\,dz\) particles in the layer:

\[
\Pi(z)-\Pi(z+dz)=m_bg\,n\,dz
\quad\Longrightarrow\quad
\frac{d\Pi}{dz}=-m_bg\,n .
\]

For a dilute suspension \(\Pi=nk_BT\), as for an ideal gas. Hence

\[
\frac{dn}{dz}=-\frac{m_bg}{k_BT}\,n,
\qquad
n(z)=n(0)e^{-z/l_g},
\]

\[
l_g=\frac{k_BT}{m_bg}=\frac{6k_BT}{\pi\Delta\rho\,g\,d^3}.
\]

The gravitational length \(l_g\) is the height over which the equilibrium concentration falls by a factor \(e\). For the ceria particles,

\[
l_g=\frac{4.116\times10^{-21}\ \mathrm{J}}{3.185\times10^{-17}\ \mathrm{N}}
=129\ \mu\mathrm{m}=0.129\ \mathrm{mm}.
\]

**The decision.** The ratio of top to bottom concentration is \(e^{-H/l_g}\). It is close to one if \(H\ll l_g\). Here \(H/l_g=774\), and the ideal formula gives a ratio of about \(10^{-336}\). So small a number means that no particles are expected at the top. Brownian motion cannot keep this slurry uniform.

Suppose that a 10% drop from bottom to top is acceptable. Then \(e^{-H_{10}/l_g}=0.9\), so

\[
H_{10}=l_g\ln(1/0.9)=13.6\ \mu\mathrm{m}.
\]

One may instead keep the 100 mm column and reduce the diameter. The required gravitational length is \(H/\ln(1/0.9)\), and \(l_g\propto d^{-3}\) at fixed density and temperature. The dilute approximation is rough at such small sizes, because the charge repulsion treated below reaches farther than the particle diameter and raises the result by about 15%. In the dilute approximation, the largest permitted diameter is

\[
d_{10}=d\left(\frac{l_g\ln(1/0.9)}{H}\right)^{1/3}
=100\ \mathrm{nm}\left(\frac{13.6\ \mu\mathrm{m}}{10^5\ \mu\mathrm{m}}\right)^{1/3}
\approx5\ \mathrm{nm}.
\]

## How fast uniformity is lost

**Drag.** Hold the sphere fixed in water that flows past it with far speed \(U\) along \(\hat{\mathbf z}\), and measure \(\mathbf r\) from its centre. When inertia is negligible, the flow obeys \(\eta\nabla^2\mathbf u=\nabla p\) and \(\nabla\cdot\mathbf u=0\). The solution is

\[
\frac{\mathbf u}{U}=\hat{\mathbf z}
-\frac{3a}{4}\left(\frac{\hat{\mathbf z}}{r}+\frac{z\mathbf r}{r^3}\right)
-\frac{a^3}{4}\left(\frac{\hat{\mathbf z}}{r^3}-\frac{3z\mathbf r}{r^5}\right),
\qquad
p=-\frac{3\eta aU}{2}\frac{z}{r^3}.
\]

It can be verified term by term. The last bracket is \(\nabla(z/r^3)\). Since \(z/r^3\) is harmonic outside the sphere, this bracket has zero divergence and zero Laplacian. In the first bracket, the divergences of the two parts are \(-z/r^3\) and \(+z/r^3\), which cancel. Its first part is harmonic. Its second part is \(-z\nabla(1/r)\), whose Laplacian is \(-2\partial_z\nabla(1/r)=2\nabla(z/r^3)\). Thus \(\eta\nabla^2\mathbf u=-\tfrac32\eta aU\nabla(z/r^3)=\nabla p\). At \(r=a\) the coefficients of \(\hat{\mathbf z}\) add to \(1-\tfrac34-\tfrac14=0\), and those of \(z\mathbf r\) also cancel, so the water sticks to the surface.

Let \(\mathbf n=\mathbf r/r\). Because \(\mathbf u\) vanishes all over the surface, its only nonzero derivative there is the radial one. Zero divergence then requires \(\mathbf n\cdot\partial_r\mathbf u=0\), and the force per unit area reduces to \(-p\mathbf n+\eta\,\partial_r\mathbf u\). Differentiating at fixed angle gives

\[
\eta\,\partial_r\mathbf u\big|_{a}
=\frac{3\eta U}{2a}(\hat{\mathbf z}-\cos\theta\,\mathbf n),
\qquad
-p\mathbf n\big|_a=\frac{3\eta U}{2a}\cos\theta\,\mathbf n .
\]

The sum is \(3\eta U\hat{\mathbf z}/(2a)\), the same at every surface point. Multiplication by the area \(4\pi a^2\) gives the drag \(6\pi\eta aU=3\pi\eta dU\).

**Settling speed.** A particle falls steadily when drag balances buoyant weight:

\[
3\pi\eta d\,v=\Delta\rho\,g\frac{\pi d^3}{6}
\quad\Longrightarrow\quad
v=\frac{\Delta\rho\,g\,d^2}{18\eta}=38\ \mathrm{nm/s}.
\]

The Reynolds number \(\rho_wvd/\eta\) is \(4\times10^{-9}\), so the neglect of inertia is justified.

**Diffusion.** The upward particle flux is \(J=-vn-D\,dn/dz\), where \(D\) is the diffusion coefficient. It must vanish in equilibrium. Inserting \(dn/dz=-n/l_g\) gives \(D/v=l_g\), and therefore

\[
D=v\,\frac{k_BT}{m_bg}=\frac{k_BT}{3\pi\eta d}=4.91\ \mu\mathrm{m^2/s}.
\]

Viscosity slows settling and diffusion by the same factor, so it cancels from \(l_g\). At fixed temperature and densities, a more viscous liquid delays separation without changing the final profile.

This \(D\) can be tested without gravity. A simulation of 20,000 particles with the same mass and drag, driven by random thermal kicks, gave \(4.98\ \mu\mathrm{m^2/s}\). That is 1.5% higher, while the expected sampling error is slightly above 1%.

**The clear layer.** Let \(s\) be depth below the top surface and \(t\) the time since the slurry was uniform. Settling carries the upper edge of the suspension down by \(vt\). Diffusion adds a random displacement with variance \(2Dt\). Once the edge is well away from the top surface,

\[
\frac{n(s,t)}{n(s,0)}\approx\frac12\left[1+\operatorname{erf}\left(\frac{s-vt}{2\sqrt{Dt}}\right)\right].
\]

After one day \(vt=3.28\) mm and the blur \(\sqrt{2Dt}\) is 0.92 mm. A numerical solution of the drift–diffusion equation in the closed 100 mm column, with the values of \(v\) and \(D\) above, puts the half-concentration depth at 3.27 mm on a 50 µm mesh. The last digit depends on the mesh, and the value agrees with \(vt\) to within 0.01 mm.

The shift equals the blur when \(vt=\sqrt{2Dt}\), or \(t=2D/v^2\), which is about 1.9 hours. After one hour the shift is 0.14 mm and the blur is 0.19 mm, so there is no distinct clear layer yet. Settling through the full height takes about \(H/v=30\) days. A slurry that looks uniform after an hour is simply far from equilibrium.

## Comparison of the estimate and the solution

The scaling estimate was 68 µm and the dilute solution is 129 µm. Their ratio is \(6/\pi=1.91\), because the estimate used \(d^3\) for the volume of a sphere instead of \(\pi d^3/6\). The factor does not depend on size, density or temperature. Both lengths are far below 100 mm, so both lead to the same decision.

The meaning of "size" matters more. If 100 nm were the radius, the diameter would be 200 nm and \(l_g\) would fall by \(2^3=8\), to 16 µm. For a diameter of 50 nm it would be 1.03 mm. Neither change reverses the decision for this column.

The scaling argument can also be made with times. Diffusion over a distance \(L\) takes about \(L^2/D\), while settling takes \(L/v\). The two are equal at \(L=D/v=l_g\). Diffusion is faster over shorter distances and settling is faster over longer ones.

## Where the dilute solution fails

The dilute formula can be checked against the amount of solid present. The volume fraction is found from the weight fraction \(w=0.01\):

\[
\bar\phi=\frac{w/\rho_p}{w/\rho_p+(1-w)/\rho_w}=0.00140.
\]

If \(\phi(z)=\phi(0)e^{-z/l_g}\) and \(H\gg l_g\), conservation of solid requires \(\phi(0)l_g=\bar\phi H\). Hence \(\phi(0)=0.00140\times774=1.08\). A volume fraction above one is impossible. The initial slurry is dilute, but its equilibrium sediment is not, and repulsion between particles must make that sediment thicker.

**Repulsion.** Take a salt concentration of 1 mmol/L, a surface potential \(\psi_s=40\) mV and a relative permittivity of 78.4. These are rough values for a charge-stabilized slurry. Let \(c\) be the number density of each ion of a 1:1 salt, \(e\) the elementary charge and \(\varepsilon\) the permittivity of water. To first order in the potential \(\psi\), the ions carry a charge density \(-2ce^2\psi/(k_BT)\). Poisson's equation becomes

\[
\nabla^2\psi=\kappa^2\psi,\qquad \kappa^2=\frac{2ce^2}{\varepsilon k_BT},
\]

with a Debye length \(\kappa^{-1}=9.6\) nm. Around one sphere \(\psi=\psi_s\,a\,e^{-\kappa(r-a)}/r\). This is the field of a point charge \(q=4\pi\varepsilon a\psi_se^{\kappa a}\) in the salt solution. Two such charges at centre distance \(s\) have the energy

\[
u(s)=\frac{q^2e^{-\kappa s}}{4\pi\varepsilon s}
=\frac{4\pi\varepsilon a^2\psi_s^2}{s}\,e^{-\kappa(s-d)}.
\]

Extrapolated to contact, this formula gives \(u=85\,k_BT\). It holds only for gaps wider than about a Debye length. At fixed surface potential the contact energy is lower, near \(60\,k_BT\). The effective diameter below is set mainly by the tail of \(u\), where the formula does hold. The linear theory is only an estimate here, since 40 mV exceeds \(k_BT/e\approx26\) mV. Attraction between the particles is left out.

Because \(u\) is large near contact and falls quickly, the particles behave approximately as hard spheres of a larger diameter:

\[
d_{\rm eff}=d+\int_d^\infty\left(1-e^{-u(s)/k_BT}\right)ds=145\ \mathrm{nm}.
\]

The integrand is near one where approach is blocked and near zero where it is free.

**Sediment thickness.** Let \(\phi_e=\phi(d_{\rm eff}/d)^3\) be the effective volume fraction. Write \(\Pi=nk_BTZ\), with the Carnahan–Starling approximation for hard spheres,

\[
Z=\frac{1+\phi_e+\phi_e^2-\phi_e^3}{(1-\phi_e)^3}.
\]

With \(P=\phi_eZ\), the earlier force balance becomes \(l_g\,dP/dz=-\phi_e\). Integration over the column gives the floor value \(P_0=\bar\phi(H/l_g)(d_{\rm eff}/d)^3=3.3\), because the floor pressure carries all the particles. Solving \(\phi_eZ=3.3\) gives \(\phi_e=0.42\) at the floor. The actual solids fraction there is 0.14, which is physically possible. At this density the hard-sphere picture overestimates the pressure of the soft screened potential by about 15%. The true floor fraction is therefore nearer 0.15, and the heights below are somewhat too large.

The mean particle height follows from \(\phi_e\,dz=-l_g\,dP\) and one integration by parts:

\[
\langle z\rangle=\frac{\int z\phi_e\,dz}{\int\phi_e\,dz}
=\frac{l_g\int P\,dz}{l_gP_0}
=\frac{l_g}{P_0}\int_0^{P_0}\frac{P}{\phi_e}\,dP
=\frac{l_g}{P_0}\int_0^{P_0}Z\,dP .
\]

The boundary term \(zP\) vanishes at the floor, where \(z=0\), and at the top, where \(P\) is negligible. In the dilute limit \(Z=1\) and \(\langle z\rangle=l_g\). Here the integral gives \(\langle z\rangle=4.7\,l_g=0.61\) mm, and 99% of the particles lie below 1.6 mm. Together, the finite size of the particles and their charge repulsion raise the mean particle height to nearly five times the dilute value, yet at 1 mmol/L of salt 99% of the particles still lie in the lowest 2% of the column. Less salt thickens the sediment: the same model gives 2.3 mm instead of 1.6 mm at 0.3 mmol/L.

## The result beside a real slurry

A particle size near 100 nm and a solids content near 1% are reasonable rough values for ceria polishing slurries. Real particles are neither perfect spheres nor all of one size. If pores or surface layers lowered the particle density to \(6500\ \mathrm{kg/m^3}\), \(l_g\) would rise to 146 µm, an increase of 13%. Aggregation acts more strongly: ten particles moving as one have ten times the buoyant weight, so their gravitational length is 13 µm.

The settling speed also neglects water motion caused by neighbouring particles. The flow disturbance of one sphere falls off as \(a/r\), and the particle spacing scales as \(a\,\bar\phi^{-1/3}\). One near neighbour therefore disturbs the flow by a relative amount of order \(\bar\phi^{1/3}=0.11\). In a disordered suspension the return flow of the water cancels much of the summed disturbance, so the net change in settling speed can be much smaller. At 1 mmol/L of salt an allowance of order 10% in the settling times is therefore cautious. In a nearly salt-free slurry, long-range repulsion keeps neighbours apart, and the slowing can reach about 20%. The equilibrium length is unchanged.

The absence of convection is an assumption that is easily broken. Consider a tall vertical gap of width \(W=10\) mm whose side walls differ in temperature by \(\Delta T=0.01\) K. Let \(x\) be the distance from the mid-plane toward the warm wall, \(\beta=2.6\times10^{-4}\ \mathrm{K^{-1}}\) the rough thermal expansion coefficient of water and \(\nu=\eta/\rho_w\). Conduction across the gap makes the temperature differ from its mid-plane value by \(\Delta T\,x/W\), and viscous forces balance the resulting buoyancy. Far from the ends, and with no net flow through the gap, the upward water speed \(w_c\) obeys

\[
\nu\frac{d^2w_c}{dx^2}=-g\beta\Delta T\,\frac{x}{W},
\qquad w_c(\pm W/2)=0 .
\]

Two integrations and the wall conditions give

\[
w_c=\frac{g\beta\Delta T}{6\nu W}\,x\left(\frac{W^2}{4}-x^2\right).
\]

The derivative vanishes at \(x=W/(2\sqrt3)\), where

\[
w_{\max}=\frac{g\beta\Delta T\,W^2}{72\sqrt3\,\nu}=23\ \mu\mathrm{m/s}.
\]

This is about 600 times the settling speed, so a very small temperature difference can stir the part of the cloudy region where the concentration is still uniform. It does not follow that convection restores uniformity. The slurry is denser than clear water by a fraction \(\bar\phi\Delta\rho/\rho_w=0.0087\), while the thermal density difference is \(\beta\Delta T=2.6\times10^{-6}\). Thermal buoyancy of this size is far too weak to lift slurry through the clear layer above it.

For separate particles under the stated conditions, a 100 mm column therefore needs agitation or recirculation if it must stay uniform for days. Over an hour, settling changes the concentration noticeably only within a fraction of a millimetre of the top and the floor, provided that the particles do not aggregate. The computed values are collected in the numerical output below.

## Table of computed values

```
Particle diameter: 100 nm
Ceria density (rough): 7200 kg/m^3
Water density: 997 kg/m^3
Density difference: 6203 kg/m^3
Temperature: 298.15 K
Gravity: 9.80665 m/s^2
Water viscosity: 0.89 mPa s
Particle volume: 5.236e-22 m^3
Buoyant mass: 3.248e-18 kg
Buoyant weight: 3.185e-17 N
Thermal energy kT: 4.116e-21 J
GRAVITATIONAL LENGTH: 129.2 um
Gravitational length, converted: 0.1292 mm
Decay length from drift-diffusion run: 129.2 um
Column height: 100 mm
Column height / gravitational length: 773.8
log10 of ideal top/bottom ratio: -336
Height uniform within 10%: 13.62 um
Diameter for 10% uniformity in column: 5.145 nm
Settling speed: 37.97 nm/s
Diffusion coefficient: 4.907 um^2/s
Diffusion coefficient from random kicks: 4.981 um^2/s
Reynolds number: 4.254e-09
Settling distance in one hour: 0.1367 mm
Settling distance in one day: 3.281 mm
Half-concentration depth, one-day run: 3.274 mm
Diffusive blur after one day: 0.9209 mm
Time to settle through column: 30.48 days
Solids weight fraction: 1 %
Solids volume fraction: 0.1397 %
Impossible ideal floor volume fraction: 1.081
Salt concentration: 1 mmol/L
Surface potential (rough): 40 mV
Relative permittivity of water: 78.4
Debye length: 9.614 nm
Contact repulsion / kT: 84.76
Effective hard diameter: 144.7 nm
Effective floor volume fraction: 0.4199
Actual floor solids volume fraction: 0.1386
Mean sediment height / gravitational length: 4.734
Mean sediment height: 0.6118 mm
Height containing 99% of particles: 1.634 mm
Length if particle density is 6500 kg/m^3: 145.7 um
Length for 50 nm diameter: 1034 um
Length for 200 nm diameter: 16.16 um
Length for a 10-particle aggregate: 12.92 um
Backflow size estimate phi^(1/3): 0.1118
Side-wall temperature difference: 0.01 K
Side-wall gap: 10 mm
Water thermal expansion (rough): 0.00026 1/K
Convection speed: 22.9 um/s
Convection speed / settling speed: 603.2
Relative density excess of slurry: 0.00869
Relative thermal density difference: 2.6e-06
```
